Why S1 terms in ultrasoft lattice dynamics survive a complete basis

**Q:** I am computing forces and force constants with ultrasoft pseudopotentials. The formulas contain derivatives of the overlap operator, the S1 terms. I read them as Pulay corrections: basis errors that fade as the plane-wave cutoff is raised. My cutoff is high, so I intend to drop them. What would I lose?

**A:** A finite part of the derivative. To see why, separate two things that are both called overlap. One is the overlap matrix of the basis functions. The other is the operator that defines the norm of an ultrasoft state,

S = 1 + Σ_I q_I |β_I⟩⟨β_I|.

Here β_I is a projector centred on atom I, and q_I|⟨β_I|ψ⟩|² is the charge that a smooth orbital ψ lacks near that atom. I take one projector per atom. The states obey

Hψ_i = ε_i Sψ_i,  ⟨ψ_i|S|ψ_j⟩ = δ_ij.

Move one atom along a coordinate R, in a fixed cell. A subscript 1 on H or S means the first derivative of the operator with respect to R, and a subscript 2 the second. For the moved atom

S1 = q (|∂β⟩⟨β| + |β⟩⟨∂β|).

No basis has been mentioned. The projector travels with the atom, so the rule for measuring norms changes. Differentiating the orthonormality condition by the product rule gives

⟨∂ψ_i|S|ψ_j⟩ + ⟨ψ_i|S|∂ψ_j⟩ = −⟨ψ_i|S1|ψ_j⟩.

A complete basis represents the right-hand side accurately. It does not make it zero.

**Q:** That concerns the orbitals. Does it reach the energy? By the Hellmann–Feynman argument I would expect only H1 in the force.

**A:** Differentiate the eigenvalue equation as well:

(H1 − ε_i S1 − ε_i′ S)ψ_i + (H − ε_i S)∂ψ_i = 0,

where ε_i′ = dε_i/dR. Take the product with ⟨ψ_i|. The last term vanishes because H − ε_iS is Hermitian and gives zero on ψ_i. Since ⟨ψ_i|S|ψ_i⟩ = 1,

ε_i′ = ⟨ψ_i|H1 − ε_i S1|ψ_i⟩.

The usual Hellmann–Feynman result relies on a fixed norm. Here the norm moves, and −ε_i⟨S1⟩ accounts for it.

The same derivation works at a finite cutoff. Plane waves in a fixed cell do not depend on R, so the derivative of each matrix element ⟨G|H|G′⟩ is ⟨G|H1|G′⟩, and likewise for S. Repeating the steps with the coefficient vector gives the same formula for the eigenvalue of the truncated problem.

**Q:** Then where would a Pulay term come from?

**A:** From basis functions that move. Let ψ = Σ_μ c_μχ_μ(R), with matrices h_μν = ⟨χ_μ|H|χ_ν⟩ and s_μν = ⟨χ_μ|S|χ_ν⟩. The matrix problem is hc = εsc with c†sc = 1, so the previous argument gives

ε′ = c†(h′ − εs′)c.

Now the product rule has three pieces:

h′_μν = ⟨χ_μ|H1|χ_ν⟩ + ⟨∂χ_μ|H|χ_ν⟩ + ⟨χ_μ|H|∂χ_ν⟩,

and s′ has the same form with S and S1. Define η = Σ_μ c_μ∂χ_μ. The last two pieces are complex conjugates after contraction with c, hence

ε′ = ⟨ψ|H1 − εS1|ψ⟩ + 2Re⟨η|(H − εS)ψ⟩.

The second term is the Pulay term. It needs a moving basis, η ≠ 0, and a residual (H − εS)ψ that is not orthogonal to η. In a complete basis the residual is zero and the term disappears. The S1 term contains no residual.

**Q:** It could still be negligible in practice. Can you show both kinds of term in one problem?

**A:** Take a model on a line, with no particular material in mind. The periodic cell is 4.0 Å long, with atoms at 0 and 1.4 Å. The Hamiltonian is

H = p²/2m + Σ_I [v_I + D_I|β_I⟩⟨β_I|],

with ħ²/2m = 3.810 eV Å². Each v_I is a Gaussian well, −V_I exp(−x²/2w²), repeated periodically, with w = 0.40 Å and V = 40 and 30 eV. The projectors are normalized Gaussians proportional to exp(−x²/2b²), with b = 0.35 Å. The strengths D are −6 and −3 eV, and q is 0.5 and 0.8. The energy zero is the potential far from an isolated well.

At the zone centre, numerical diagonalization gives the lowest levels −20.0393, −10.3628 and −0.8562 eV. I fill the first two doubly. With fixed potentials and no ion–ion energy, E = 2Σ_i ε_i, and the force on the moved atom is

F = −2Σ_i⟨H1⟩_i + 2Σ_i ε_i⟨S1⟩_i.

For the second atom, the plane-wave results in eV/Å are:

cutoff 84.6 eV: H1 part −6.915, S1 part 2.697, F = −4.218
cutoff 338.4 eV: H1 part −7.164, S1 part 2.796, F = −4.368
cutoff 2406.6 eV: H1 part −7.164, S1 part 2.796, F = −4.368

What fades with cutoff is the error in the S1 part, not the part itself. It can be followed by hand. At the highest cutoff ⟨S1⟩ is −0.090231 Å⁻¹ in the lower state and 0.039582 Å⁻¹ in the upper, so

2[(−20.0393)(−0.090231) + (−10.3628)(0.039582)] = 2(1.8082 − 0.4102) = 2.796 eV/Å.

With the energy zero chosen above, leaving it out changes the force by 64 per cent of its full value.

Now solve the same problem with Gaussian–Hermite functions of width 0.40 Å that ride on the two atoms, with equal numbers on each. In eV/Å:

2 functions: S1 part 0.505, Pulay −1.192, F = −3.736
6 functions: S1 part 4.102, Pulay 1.620, F = −4.312
14 functions: S1 part 2.813, Pulay 0.031, F = −4.358
18 functions: S1 part 2.796, Pulay 0.00002, F = −4.368

The Pulay term goes away, though not monotonically at first. The S1 part goes to the value found with plane waves.

**Q:** The S1 part is multiplied by ε. If I shift the energy zero, surely its size changes. How can it be physical?

**A:** By itself it is not a measurable force. A uniform shift replaces H by H + cS, because then

(H + cS)ψ_i = (ε_i + c)Sψ_i.

The operator in the force becomes

(H1 + cS1) − (ε_i + c)S1 = H1 − ε_iS1,

so the total is unchanged, while the S1 part changes by 2cΣ_i⟨S1⟩_i. For c = 10 eV that is

20(−0.090231 + 0.039582) = −1.013 eV/Å.

The S1 part falls from 2.796 to 1.783 eV/Å and the total stays at −4.368 eV/Å. A suitable c would even make this summed part zero, but the derivative of the shifted Hamiltonian would then contain the compensating cS1. The motion of the metric would have been moved to another line of the sum. The result of dropping S1 therefore depends on an arbitrary constant, which is itself a sign that the remaining expression is not a force.

**Q:** Is there a physical test that the incomplete expression fails?

**A:** Translation. If both atoms move by a, the solution moves with them, and E stays the same. At a finite cutoff this remains true: translation multiplies each plane-wave coefficient by exp(−iGa) and leaves the basis set unchanged. The two forces must therefore add to zero. With the S1 terms they do. The H1 parts alone, with the energy zero chosen above, leave a net force of −1.723 eV/Å. The isolated model crystal would push itself along the line.

**Q:** Let me turn to lattice dynamics proper. How does S1 enter the response of the orbitals?

**A:** Write h_ji = ⟨ψ_j|H1|ψ_i⟩ and s_ji = ⟨ψ_j|S1|ψ_i⟩, and expand ∂ψ_i = Σ_j ψ_j a_ji over all states of the problem, taking the levels as nondegenerate for now. Project the differentiated eigenvalue equation on ψ_j with j ≠ i. The ε_i′ term drops out by orthogonality, leaving

h_ji − ε_i s_ji + (ε_j − ε_i)a_ji = 0,

a_ji = (h_ji − ε_i s_ji)/(ε_i − ε_j).

The diagonal coefficient follows from the differentiated norm, 2Re a_ii = −s_ii. The phase of ψ_i is free, and I choose it so that a_ii is real:

a_ii = −s_ii/2.

In the example these coefficients are 0.0451 and −0.0198 Å⁻¹ for the two filled states. With a fixed metric and the same phase choice they would be zero. For two different states, the formula for a_ji also gives

a_ji + a_ij* = [(h_ji − ε_i s_ji) − (h_ji − ε_j s_ji)]/(ε_i − ε_j) = −s_ji,

as orthonormality requires. A response calculation that retains only components along empty states misses this part.

**Q:** But mixing among filled states normally cancels in the energy. Doesn't it cancel here too?

**A:** With a fixed metric it does. Here a remainder survives, so let us follow it. Differentiate ε_i′ once more:

ε_i″ = ⟨H2 − ε_iS2⟩_i − ε_i′s_ii + 2Re⟨∂ψ_i|H1 − ε_iS1|ψ_i⟩.

The middle term comes from the derivative of the factor ε_i. Insert the expansion of ∂ψ_i. Its diagonal part contributes −s_ii(h_ii − ε_i s_ii). The middle term contributes the same amount, since ε_i′ = h_ii − ε_i s_ii. Thus

ε_i″ = ⟨H2 − ε_iS2⟩_i + 2ε_i s_ii² − 2h_ii s_ii
  + 2Σ_{j≠i} |h_ji − ε_i s_ji|²/(ε_i − ε_j).

Now sum over filled i. Each pair of different filled states i, j appears twice, with opposite denominators. Abbreviate h = h_ji and s = s_ji. The two contributions add to

2[|h − ε_i s|² − |h − ε_j s|²]/(ε_i − ε_j)
 = 2[(ε_i² − ε_j²)|s|² − 2(ε_i − ε_j)Re(h*s)]/(ε_i − ε_j)
 = 2(ε_i + ε_j)|s|² − 4Re(h*s).

Share this equally between the ordered pairs (i,j) and (j,i). The diagonal terms found above have the same form with i = j, so everything combines into

E″/2 = Σ_i⟨H2 − ε_iS2⟩_i
  + 2Σ_{i filled, c empty} |h_ci − ε_i s_ci|²/(ε_i − ε_c)
  + Σ_{i,j filled} [(ε_i + ε_j)|s_ij|² − 2Re(h_ij* s_ij)].

Every term in the last sum contains s_ij. Without a moving metric the sum is absent. The denominators between filled states have cancelled, so degeneracy among them does no harm in this final form. A gap to the empty states is still needed.

**Q:** And this last sum also stays finite at high cutoff?

**A:** In the example it contributes 2.316 eV/Å² to the second derivative for the second atom at a cutoff of 150 eV, and 2.298 eV/Å² at both 940 and 2407 eV. With the factor 2 for occupation included, the three lines of the formula give at the highest cutoff

35.746 − 48.899 + 2.298 = −10.855 eV/Å².

The S operators also act inside the first two terms. If every S1 and S2 is set to zero while the levels and states are kept, the result is −87.609 eV/Å². Like the incomplete force, this value depends on the energy zero, because a shift c adds cS1 and cS2 to the operators that are kept.

Neither number is a phonon force constant: the model has no ion–ion energy, and the atoms are not at equilibrium. The comparison concerns the electronic derivative.

**Q:** Does translation constrain this derivative as well?

**A:** Yes. Let Φ_KJ = ∂²E/∂R_K∂R_J. A common displacement of both atoms leaves the force on each unchanged, so Φ_21 + Φ_22 = 0.

To obtain Φ_21 from the formula, displace atom K by u_K. The first-order operators become Σ_K u_K H1_K and Σ_K u_K S1_K, and E″ becomes Σ_KJ u_Ku_JΦ_KJ. Reading off the coefficient replaces |X|² by Re(X_K*X_J), and Re(h*s) by half of Re(h_K*s_J + s_K*h_J). There is no mixed H2 or S2, because each atomic term contains the position of one atom.

With all terms, Φ_21 + Φ_22 is zero apart from rounding. With S1 and S2 omitted, and the energy zero chosen above, it is −59.532 eV/Å². This violates the acoustic sum rule, and raising the cutoff is no cure, since the missing terms do not tend to zero.

**Q:** These are fixed potentials. In a density-functional calculation the potential responds. Could that response absorb the S1 term in the force?

**A:** It does not. Let E be a functional of the orbitals, with kinetic and projector terms as before and further terms that depend on the density, and write the effect of a change of orbitals as

δE = 2Σ_i 2Re⟨δψ_i|H|ψ_i⟩.

This defines the self-consistent H. At the solution, Hψ_i = ε_iSψ_i. The total derivative is the explicit derivative at fixed orbitals plus the orbital response:

dE/dR = (∂E/∂R)_ψ + 2Σ_i ε_i 2Re⟨∂ψ_i|S|ψ_i⟩
  = (∂E/∂R)_ψ − 2Σ_i ε_i⟨S1⟩_i.

The second line uses the differentiated norm. The orbital response has been eliminated, and the price is the S1 term.

To put numbers on it, add an energy (g/2)∫n²dx to the model, with g = 2.0 eV Å and

n(x) = 2Σ_i|ψ_i(x)|² + Σ_I Q_I(x) 2Σ_i|⟨β_I|ψ_i⟩|².

Q_I is a Gaussian of width 0.30 Å centred on atom I, with integral q_I. The integral of n is then 2Σ_i⟨ψ_i|S|ψ_i⟩ = 4, the number of electrons. Iterating to self-consistency at a cutoff of 940 eV gives −5.895 eV/Å from the explicit derivative, including the motion of Q_I and β_I, and 2.304 eV/Å from S1. The force is −3.591 eV/Å.

This settles the force. The second-derivative formula above was for fixed potentials; with self-consistency, the response of the potential must be added to it.

**Q:** I have one objection left. In PAW, the physical orbital is Tψ, where T is built from functions on the atoms. The functions T|G⟩ do move. Isn't S1 a Pulay term after all, seen from that side?

**A:** That is the sound part of your belief, but it applies to a larger group of terms. Suppose S = T†T and H = T†H₀T, where H₀ acts on φ = Tψ with the ordinary norm. With T1 = ∂T/∂R, the product rule gives

S1 = T1†T + T†T1,
H1 = T1†H₀T + T†(∂H₀/∂R)T + T†H₀T1.

Therefore

⟨ψ|H1 − εS1|ψ⟩ = ⟨φ|∂H₀/∂R|φ⟩ + 2Re⟨T1ψ|(H₀ − ε)φ⟩.

The last term has the Pulay form: a moving function multiplied by a residual. In a complete basis T†(H₀ − ε)φ = 0, and if T is invertible, (H₀ − ε)φ = 0. The whole group then vanishes. But S1 supplies only its −ε part, and the other part sits in H1. Two finite numbers cancel, and you propose to delete one of them.

For an example, let the earlier H play the role of H₀, and take

T = 1 + 0.3 Σ_I |g_I⟩⟨β_I|,

with g_I a normalized Gaussian of width 0.20 Å. The contributions to the force on the second atom, in eV/Å, are:

cutoff 84.6 eV: whole T1 group −0.456, S1 alone 2.589
cutoff 338.4 eV: whole T1 group −0.070, S1 alone 2.505
cutoff 2406.6 eV: whole T1 group 0.000, S1 alone 2.485

The last basis fills the whole space in which the operators of this example are represented, so it is complete there. The force is then −8.070 eV/Å, all from ∂H₀/∂R. Deleting S1 alone would leave −8.070 − 2.485 = −10.555 eV/Å.

**Q:** So are there any cases in which I may leave S1 out?

**A:** If q = 0, S1 is zero. With fixed potentials the norm-conserving formulas then return. In a density-functional calculation they return only if the augmentation charge Q_I(x) itself vanishes: a Q_I with zero integral but nonzero shape still moves with the atom and contributes to the explicit derivative. Symmetry can also remove some matrix elements. Suppose inversion about the displaced atom is a symmetry of the undisplaced crystal, and consider a nondegenerate zone-centre state. It has definite parity, while S1 is odd under that inversion, so ⟨S1⟩ = 0 and this state adds no S1 term to the force. Elements of S1 between states of opposite parity may remain, however, and they enter the force constants. This holds for pairs of filled states and also for a filled and an empty state, so S1 matters even when all filled states have the same parity.

A high cutoff is not such a case. A strain of the cell changes the plane waves themselves and is not treated here. For atomic displacements in a fixed cell, keep S1 at every cutoff and use the cutoff to converge its value.
